\section*{Interference Enhancement of Raman Emission from an Atomically Thin Film on Oxidised Silicon}

An atomically thin film lying on an oxidised silicon wafer gives a Raman signal whose strength depends on the oxide thickness, although neither the oxide nor the silicon takes part in the vibration being measured. The laser field at the film is the sum of the incident wave and waves returned by the wafer. The Raman light also has two kinds of path to the detector: some leaves the film upward, and some first travels down and is reflected. These two interferences occur at different wavelengths. To compare signals from different wafers, one needs the factor produced by each.

Let light arrive from air at normal incidence. The film has thickness $d_f$ and complex index $n_1$, the oxide has thickness $d$ and index $n_2$, and the silicon has index $n_3$. Air has $n_0=1$. The silicon is thick enough to absorb all light entering it, so nothing returns from its back face. The layers are flat and isotropic in the plane. Fields vary as $e^{-i\omega t}$, absorption makes the imaginary part of an index positive, and $z$ points down from the top of the film. With $k_0=2\pi/\lambda$ and the magnetic field multiplied by the vacuum impedance $Z_0$, Maxwell's equations are
\begin{equation}
\frac{dE}{dz}=ik_0H,\qquad
\frac{dH}{dz}=ik_0n^2E-Z_0J .
\label{maxwell}
\end{equation}
Here $J$ is a prescribed current density, absent for the laser field. A downward wave has $H=nE$ and an upward wave has $H=-nE$.

At an interface from medium $i$ to medium $j$, continuity of $E$ and $H$ for a unit incident wave gives $1+r_{ij}=t_{ij}$ and $n_i(1-r_{ij})=n_jt_{ij}$. Hence
\begin{equation}
r_{ij}=\frac{n_i-n_j}{n_i+n_j},\qquad
t_{ij}=\frac{2n_i}{n_i+n_j}.
\label{fresnel}
\end{equation}
It follows that $r_{ji}=-r_{ij}$ and $t_{ij}t_{ji}=1-r_{ij}^2$.

Consider first a wave inside the film that strikes the oxide. Part is reflected at once. The rest enters the oxide, is reflected by the silicon, and may make further round trips before returning. With $\beta_2=k_0n_2d$ and $q=r_{23}e^{2i\beta_2}$, the total reflection amplitude is
\begin{align}
R&=r_{12}+t_{12}q\,t_{21}\sum_{m=0}^{\infty}(r_{21}q)^m
=r_{12}+\frac{(1-r_{12}^2)q}{1+r_{12}q}\nonumber\\
&=\frac{r_{12}+r_{12}^2q+q-r_{12}^2q}{1+r_{12}q}
=\frac{r_{12}+r_{23}e^{2i\beta_2}}{1+r_{12}r_{23}e^{2i\beta_2}} .
\label{R}
\end{align}

Now let $A$ be the amplitude of the downward wave just below the top surface of the film, for unit incidence from air. It consists of the transmitted wave and the wave that has made one more round trip. With $k_1=k_0n_1$,
\begin{equation}
A=t_{01}+r_{10}R e^{2ik_1d_f}A
\quad\Longrightarrow\quad
A=\frac{t_{01}}{1+r_{01}R e^{2ik_1d_f}},
\end{equation}
where $r_{10}=-r_{01}$ was used. At depth $z$ the downward wave has phase factor $e^{ik_1z}$. The upward wave has travelled down through $d_f$ and up through $d_f-z$. Their sum is the excitation factor
\begin{equation}
F(z,\lambda)=t_{01}
\frac{e^{ik_1z}+R e^{ik_1(2d_f-z)}}
{1+r_{01}R e^{2ik_1d_f}} .
\label{F}
\end{equation}
At the laser wavelength $\lambda_{\rm ex}$, the field driving the Raman process is $F(z,\lambda_{\rm ex})$ times the incident amplitude.

For spontaneous scattering, the vibration and this field produce a polarisation at the Stokes wavelength $\lambda_{\rm em}$. It is treated as a prescribed source: the emitted light does not alter the vibration. A thin slice at depth $z$ then carries a known surface current $K$. Integration of the second equation in \eqref{maxwell} across it gives
\begin{equation}
H(z^+)-H(z^-)=-Z_0K,
\end{equation}
while $E$ is continuous. If the film material filled all space, waves of equal amplitude $a$ would leave on both sides, with $H(z^+)=n_1a$ and $H(z^-)=-n_1a$. Thus $2n_1a=-Z_0K$, or $a=-Z_0K/(2n_1)$.

In the real film, the wave sent upward reaches the top surface with amplitude $a e^{ik_1z}$. The wave sent downward travels through $d_f-z$, is reflected, and travels up through $d_f$, arriving as $aR e^{ik_1(2d_f-z)}$. Both then make the same further round trips. Their sum converges if $|r_{10}R e^{2ik_1d_f}|<1$, as it does for the film considered below. If this condition fails, as it can for a metallic film, the self-consistent argument used for $A$ gives the same closed form without a series. The field leaving the film is
\begin{align}
E_{\rm out}&=a\,t_{10}
\left[e^{ik_1z}+R e^{ik_1(2d_f-z)}\right]
\sum_{m=0}^{\infty}\left(r_{10}R e^{2ik_1d_f}\right)^m\nonumber\\
&=-\frac{Z_0K}{2}\,\frac{t_{10}}{n_1}\,
\frac{e^{ik_1z}+R e^{ik_1(2d_f-z)}}
{1+r_{01}R e^{2ik_1d_f}}\nonumber\\
&=-\frac{Z_0K}{2}\,F(z,\lambda_{\rm em}).
\label{emission}
\end{align}
The last step uses $t_{10}=2n_1/(n_1+1)=n_1t_{01}$. The same current in vacuum would emit $-Z_0K/2$, so $F(z,\lambda_{\rm em})$ is the emission factor. The larger transmission amplitude out of the film is compensated by the weaker wave that a given current launches in a medium of higher index. This is reciprocity in explicit form. All indices in the second factor must be those at the Stokes wavelength.

Take as reference the same Raman source in vacuum, driven by the unmodified incident field. The Raman tensor element, the frequency powers and the detector response are then common to both signals and cancel. If slices at different depths emit with independent phases, their intensities add, and the enhancement is
\begin{equation}
G=\frac1{d_f}\int_0^{d_f}
|F(z,\lambda_{\rm ex})|^2
|F(z,\lambda_{\rm em})|^2\,dz .
\label{G}
\end{equation}
If one vibration extends coherently through the film, amplitudes add instead. Write $P=F(z,\lambda_{\rm ex})F(z,\lambda_{\rm em})=\bar P+\delta P$, where $\bar P$ is the depth average. Because $\delta P$ averages to zero, the mean of $|P|^2$ is $|\bar P|^2$ plus the mean of $|\delta P|^2$. The variation $\delta P$ is of first order in thickness, so the two sums differ in second order. For an atomically thin film the distinction is negligible.

The thin-film limit has a simpler form. Across the film $E$ is constant to leading order. The change of $H$, beyond that of a vacuum layer of equal thickness, follows from \eqref{maxwell}:
\begin{equation}
H_{\rm below}-H_{\rm above}=ik_0d_f(n_1^2-1)E\equiv-sE,
\qquad s=-ik_0d_f(n_1^2-1).
\label{s}
\end{equation}
Let $r$ be the reflection amplitude of the wafer without the film, given by \eqref{R} with medium 1 replaced by air. The wafer fixes the ratio below the film as $H_{\rm below}=YE$, with $Y=(1-r)/(1+r)$. Therefore $H_{\rm above}=(Y+s)E$. If $\rho$ is the reflection amplitude with the film present, the air side has $E=1+\rho$ and $H_{\rm above}=1-\rho$, whose sum is 2. Calling the field at the film $f$,
\begin{equation}
f=\frac{2}{1+Y+s}
=\frac{2}{2/(1+r)+s}
=\frac{1+r}{1+s(1+r)/2},
\label{f}
\end{equation}
and
\begin{equation}
G\simeq|f(\lambda_{\rm ex})|^2|f(\lambda_{\rm em})|^2 .
\label{Gsheet}
\end{equation}
The numerator of $f$ is the field at the surface of the bare wafer; the denominator is the screening by the film itself. The neglected change of $E$ across the film is of order $k_0d_f$, so the error in $f$ is of first order in thickness when $s$ is held fixed.

Power absorbed by the film is the difference between the energy fluxes above and below it. Relative to the incident flux it is
\begin{equation}
\mathcal A=\operatorname{Re}[f^*(Y+s)f]-\operatorname{Re}[f^*Yf]
=\operatorname{Re}(s)\,|f|^2 .
\label{absorption}
\end{equation}
A passive wafer and film have $\operatorname{Re}Y\ge0$ and $\operatorname{Re}s\ge0$. Hence $|1+Y+s|\ge1$, $|f|\le2$, and in this normal-incidence sheet model $G\le16$. A perfect mirror behind a vacuum spacer reaches this limit when $s$ is negligible and the spacer is an odd number of quarter waves thick for both wavelengths. For a single quarter wave this requires their difference to be negligible; in a thick spacer different odd orders can coincide. Then $r=1$: the incident and returned fields are equal and in phase. This doubles the field in excitation and again in emission, giving $2^4=16$ in intensity.

The calculation above used a uniform current sheet, whereas a localised vibration is closer to a point dipole, taken here to lie in the plane of the film. Such a dipole contains all in-plane wavevectors $k_\parallel$. Let $u=(k_0^2-k_\parallel^2)^{1/2}$ be the normal wavevector in air. At height $L$ above the film, the field on the axis has the form
\begin{equation}
\int_0^\infty g\,e^{iuL}k_\parallel\,dk_\parallel
=\int_{i\infty}^{k_0}u\,g(u)e^{iuL}\,du
\simeq\frac{k_0g(k_0)e^{ik_0L}}{iL}.
\label{dipole}
\end{equation}
The first equality uses $k_\parallel dk_\parallel=-u\,du$, with the path running down the imaginary axis to zero and then along the real axis to $k_0$. The last expression is the endpoint term of an integration by parts; the remainder is smaller by a factor of order $1/(k_0L)$. Absorption keeps poles off the path, since a pole there would be an undamped surface wave. The point $u=k_0$ means $k_\parallel=0$, for which $g$ differs from its vacuum value by the factor $f$. The distant axial field of an in-plane dipole therefore carries the same emission factor. A numerical evaluation for the wafer and film considered below gives a relative deviation from $f(\lambda_{\rm em})$ of $1.7\times10^{-3}$ at $100\,\mu$m and $0.83\times10^{-3}$ at $200\,\mu$m, halving with distance as expected.

The dependence on oxide thickness is clearest when film response and absorption are neglected and $n_3>n_2>1$. In the oxide, just below its top surface, the ratio of upward to downward waves is $\Gamma=r_{23}e^{2i\beta_2}$, so
\begin{equation}
Y=n_2\frac{1-\Gamma}{1+\Gamma}.
\label{Y}
\end{equation}
As $d$ changes, $\Gamma$ moves round a circle centred at zero. The fractional linear map \eqref{Y} has real coefficients, so $Y$ moves on a circle centred on the real axis. At a whole number of half waves in the oxide, $\Gamma=r_{23}$ and $Y=n_3$. At an odd number of quarter waves, $\Gamma=-r_{23}$ and $Y=n_2^2/n_3$. These are the right and left ends of the circle. The distance from $-1$ to a point on it grows steadily from the left end to the right, so
\begin{equation}
|1+r|_{\max}=\frac{2}{1+n_2^2/n_3},\qquad
|1+r|_{\min}=\frac{2}{1+n_3}.
\label{extrema}
\end{equation}
The maxima occur at $d=m\lambda/(4n_2)$ with odd $m$. For two nearby wavelengths and low $m$, both factors rise below the smaller of the two quarter-wave thicknesses and fall above the larger. Their product peaks between them. The separation of the two thicknesses grows in proportion to $m$, so successive maxima of $G$ become lower while $m$ is low. In much thicker oxides, maxima of different order for the two wavelengths can coincide and $G$ recovers.

As an example, take an oxide of 300 nm, a laser wavelength of 532 nm and a Raman shift of $1600\,{\rm cm}^{-1}$. The Stokes wavelength is
\begin{equation}
\lambda_{\rm em}=\left(\frac1{532\,{\rm nm}}
-1.6\times10^{-4}\,{\rm nm}^{-1}\right)^{-1}=581.5\,{\rm nm}.
\end{equation}
The oxide index is 1.46, and the silicon index is $4.15+0.04i$ at the laser wavelength and $4.00+0.03i$ at the Stokes wavelength; these are rough typical values. The film is a model absorber with $d_f=0.35$ nm and $n_1=2.6+1.3i$ at both wavelengths.

At the laser wavelength, $n_1^2-1=4.07+6.76i$, and \eqref{s} gives
\begin{equation}
s=-i\,\frac{2\pi(0.35)}{532}(4.07+6.76i)=0.0279-0.0168i .
\end{equation}
The oxide phase is $\beta_2=2\pi(1.46)(300)/532=5.173$, and the wafer reflection amplitude is $r=0.0745+0.4116i$. Equation \eqref{f} becomes
\begin{equation}
f(\lambda_{\rm ex})=\frac{1.0745+0.4116i}{1.0185-0.0033i}
=1.054+0.408i,
\end{equation}
so $|f(\lambda_{\rm ex})|^2=1.276$. At the Stokes wavelength $\beta_2=4.733$, close to $3\pi/2=4.712$. The returned wave is nearly in phase with the direct one: $r=0.304+0.025i$, $f=1.282+0.037i$ and $|f|^2=1.645$. Hence
\begin{equation}
G=1.276\times1.645=2.10 .
\end{equation}
Using the laser factor twice would give $1.276^2=1.63$, which is 22\% below this value. For this oxide thickness a smaller Raman shift reduces the error. In general the error vanishes as the shift goes to zero but need not vary monotonically with it, and its sign depends on the oxide thickness.

The choice of reference matters. A free-standing film has $r=0$ and $f=1/(1+s/2)$, which gives $G=0.948$ because the film screens both fields slightly. The film on the wafer is therefore $2.10/0.948=2.2$ times as bright as the same film suspended. On silicon without oxide, $G=0.0236$, and the ratio is 89. Most of that large ratio reflects suppression on bare silicon, where the reflected field cancels about 60\% of the incident one. Equation \eqref{extrema} shows its origin: $(2/5.15)^2(2/5.00)^2=0.024$.

The quarter-wave thicknesses are 91.1 nm for the laser and 99.6 nm for the Stokes light. The first maximum of $G$, 2.74, lies at 94.3 nm. The second, 2.48, lies at 284.2 nm, between the three-quarter-wave values of 273 and 299 nm. Between these maxima $G$ falls to 0.031 at 189 nm. The chosen 300 nm oxide is past the second maximum, on a slope: 5 nm less oxide raises $G$ by 9\%, and 5 nm more lowers it by 11\%. With the stated indices and near-normal light, an oxide near 94 nm is the better choice for signal strength.

A microscope objective adds oblique waves. At angle $\theta$ in air, let $Y_0$ be the ratio of in-plane $H$ to in-plane $E$ for a wave in air: $\cos\theta$ for the electric field perpendicular to the plane of incidence, and $1/\cos\theta$ for the other polarisation. Replacing 1 by $Y_0$ in the sheet argument gives an emitted in-plane field proportional to $1/(Y_0+Y+s)$, with $Y$ taken at the same angle and polarisation. Its power is weighted by $Y_0$, and the area element of in-plane wavevector is proportional to $\sin\theta\cos\theta\,d\theta$. The collected power relative to vacuum is thus
\begin{equation}
M(\lambda)=
\frac{\displaystyle\sum_{\rm pol}\int_0^{\theta_m}
\frac{Y_0}{|Y_0+Y+s|^2}\sin\theta\cos\theta\,d\theta}
{\displaystyle\sum_{\rm pol}\int_0^{\theta_m}
\frac{1}{4Y_0}\sin\theta\cos\theta\,d\theta}.
\label{M}
\end{equation}
For excitation through a uniformly filled pupil, each element of in-plane wavevector carries equal power, so $Y_0|E_{\rm inc}|^2$ is constant. The field at the film is $2Y_0E_{\rm inc}/(Y_0+Y+s)$. By Parseval's theorem its squared modulus, integrated over the focal spot, equals the integral over wavevectors, whose integrand is again proportional to $Y_0/|Y_0+Y+s|^2$. The same average $M$ therefore describes excitation. The product $M(\lambda_{\rm ex})M(\lambda_{\rm em})$ assumes that the whole spot is collected, that its points emit independently and without preferred in-plane polarisation, and that the out-of-plane response is negligible.

For a numerical aperture $\sin\theta_m=0.5$, this product is 2.36, or 12.5\% above the normal-incidence value; for 0.9 it is 1.59, or 24\% below. The change of sign is consistent with the oxide phase. An oblique wave acquires $\beta_2\cos\theta_2$, where $\theta_2$ is its angle in the oxide. At the edge of the pupil, the effective thickness $d\cos\theta_2$ is 282 nm for aperture 0.5, close to the second maximum, but 236 nm for aperture 0.9, well on the way to the minimum. This reading accounts for the phase but not for the changed interface reflections.

Other corrections are smaller for these settings. The full integral \eqref{G} gives 2.094, a change of $-0.3\%$ from the sheet limit, and the coherent and incoherent depth sums differ by about two parts in a million. An air gap of 0.5 nm beneath the film lowers $G$ by 0.8\%. Raising both silicon indices by 0.05 raises it by 1.5\%.

Heating can be estimated for 1 mW in a Gaussian beam of radius $w=339$ nm. By \eqref{absorption} the film absorbs 3.6\% of the incident light. The peak absorbed flux is $0.0357\times2P/(\pi w^2)=2.0\times10^8\,{\rm W/m^2}$. Let heat flow straight down through oxide of conductivity 1.4 W/(m K) and a contact resistance of $10^{-8}\,{\rm m^2K/W}$; the temperature drop is about 44 K. Neglecting sideways flow makes this an overestimate. If all the laser power were absorbed at the surface of silicon with conductivity 150 W/(m K), the centre would warm by $P/(\sqrt{2\pi}\,\kappa w)=8$ K. The sum is 52 K. With rough index changes of $10^{-5}$ per kelvin in oxide and $4\times10^{-4}$ per kelvin in silicon, both applied to the full 52 K, $G$ changes by $+0.3\%$. This is the remainder of two opposite effects, $+0.6\%$ from the silicon and $-0.3\%$ from the oxide. Since the silicon warms by at most 8 K, the net sign is not fixed by this estimate, but each contribution stays below 1\%. The thermal occupation factor of the Stokes line changes by 0.1\% from its value at 300 K. Changes in the film's own index or Raman tensor are not included.

Absorption of a few per cent is a reasonable scale for a strongly absorbing single layer. The film index is nevertheless a model value, and near an electronic resonance it may differ appreciably between the two wavelengths. Among the corrections evaluated here, the finite aperture has the largest effect: it changes $G$ by $+12.5\%$ or $-24\%$ for the two apertures considered. At normal incidence, an error of 5 nm in the 300 nm oxide changes $G$ by about 10\%. This sensitivity itself depends on the aperture, because oblique waves see a smaller effective oxide thickness. A quantitative comparison between wafers therefore needs the measured oxide thickness and the aperture of the objective, besides the optical constants. The complete set of values is in the numerical output.

The separation into two factors rests on the Raman source being fixed by the local laser field. It fails for stimulated scattering, where emitted light drives further emission. It also needs amendment for luminescence, where the wafer can change the lifetime of the emitting state as well as the escape of its light. For thin films the error of the sheet form \eqref{Gsheet} grows with thickness, to about 4\% at 5 nm for the film index and 300 nm oxide used here, and it can matter while the film is still much thinner than the wavelength inside it. A sum over depth is then needed: \eqref{G} if the slices emit independently, or the squared modulus of the depth-averaged amplitude $\bar P$ if the vibration is coherent through the film.

\section*{Computed results}
\begin{verbatim}
Laser wavelength: 532.0 nm; Raman shift: 1600 cm^-1
Stokes wavelength: 581.50 nm
Silicon index at laser, Stokes: 4.15+0.04j, 4.00+0.03j
Oxide index: 1.46; oxide thickness: 300 nm
Film index: 2.6+1.3j; film thickness: 0.35 nm
Sheet response s, laser: 0.02794-0.01682j
One-way oxide phase, laser: 5.1730 rad
Stack reflection r, laser: 0.0745+0.4116j
Field factor f, laser: 1.0537+0.4075j; |f|^2 = 1.2764
Sheet response s, Stokes: 0.02557-0.01539j
One-way oxide phase, Stokes: 4.7327 rad
Stack reflection r, Stokes: 0.3040+0.0252j
Field factor f, Stokes: 1.2821+0.0371j; |f|^2 = 1.6451
Enhancement G (reference: bare source in vacuum): 2.0997
G of free-standing film: 0.9481
Signal relative to free-standing film: 2.215
G on silicon without oxide: 0.02363
Signal relative to film on bare silicon: 88.9
Quarter-wave oxide, laser: 91.10 nm
Quarter-wave oxide, Stokes: 99.57 nm
First maximum: 94.3 nm, G = 2.7380
Minimum between maxima: 189.1 nm, G = 0.03053
Second maximum: 284.2 nm, G = 2.4824
Perfect-mirror, vacuum-spacer limit of G: 16.0000
Film absorption at laser: 3.567 %
Finite-thickness G, incoherent depth sum: 2.0941
Change of G from finite thickness: -0.270 %
Coherent/incoherent depth sum minus 1: -2.48e-06
Dipole-test relative error at 100, 200 um: 1.66e-03, 8.32e-04
Change if laser factor is used twice: -22.41 %
Aperture 0.5: G = 2.3624, change 12.51 %
Aperture 0.9: G = 1.5864, change -24.45 %
Change for 0.5 nm air gap under film: -0.761 %
Change for oxide -5 nm, +5 nm: 9.30 %, -11.46 %
Change for silicon index +0.05: 1.50 %
Heating inputs: power 1.0 mW, beam radius 339 nm
Thermal conductivity oxide, silicon: 1.4, 150 W/(m K)
Film contact resistance: 1e-08 m^2 K/W
Upper estimate of heating above 300 K: 52.3 K
Change of G from heated indices: 0.299 %
Change of Stokes occupation factor: 0.099 %
\end{verbatim}
